# Long-Wavelength Exchange-Correlation Kernels and the Permittivity of an Insulator: verification in Python

```python
"""
Result under test (atomic units, local fields neglected, static, insulator):
    eps = 1 - v*chi0/(1 - f*chi0),  v = 4 pi/q^2,  chi0 -> -P q^2 for q -> 0
so that a finite kernel f leaves eps -> 1 + 4 pi P, while f = -alpha/q^2 gives
    eps -> 1 + 4 pi P/(1 - alpha P).
chi0: independent-particle density response;  P: its polarizability per volume;
f: exchange-correlation kernel;  q: wavevector;  eps: macroscopic permittivity.
Example: diamond with a local empirical pseudopotential (rough parameters).
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e9      # nm
PI4 = 4 * np.pi


def eps_no_local_fields(chi0, q, kernel):
    """Permittivity from the scalar response equation."""
    v = PI4 / q**2
    chi = chi0 / (1 - (v + kernel) * chi0)
    return 1 / (1 + v * chi)


# ---- Test A: self-consistent supercell of a sheet crystal against band sum ----
cells, period, area, v_lattice = 20, 6.0, 10.0, 0.15
length = cells * period
q_sheet = 2 * np.pi / length
m = np.arange(-5 * cells, 5 * cells + 1)
separation = np.abs(m[:, None] - m[None, :])
h_sheet = np.diag(0.5 * (q_sheet * m)**2) + v_lattice * (separation == cells)


def induced_density(w):
    """Fourier component at q of the density in the potential 2 w cos(q x)."""
    _, c = np.linalg.eigh(h_sheet + w * (separation == 1))
    occupied = c[:, :cells]
    return 2 / (length * area) * np.sum(occupied[:-1] * occupied[1:])


def sheet_bands(k):
    g = np.arange(-8, 9)
    h = np.diag(0.5 * (2 * np.pi / period * (k + g))**2)
    h = h + v_lattice * (np.abs(g[:, None] - g[None, :]) == 1)
    return np.linalg.eigh(h)


chi0_sheet = 0.0
for j in range(cells):
    k = j / cells - 0.5
    e1, c1 = sheet_bands(k)
    e2, c2 = sheet_bands(k + 1 / cells)
    overlap = c2[:, 1:].T @ c1[:, 0]
    chi0_sheet -= 4 / (length * area) * np.sum(overlap**2 / (e2[1:] - e1[0]))

v_sheet = PI4 / q_sheet**2
w_ext = 1e-4
sheet_results = []
for name, kernel in (("no kernel", 0.0), ("finite kernel", -10.0),
                     ("1/q^2 kernel", -1.5 / q_sheet**2)):
    w_total = brentq(lambda w: w - w_ext - (v_sheet + kernel) * induced_density(w),
                     0.0, w_ext, xtol=1e-15)
    eps_scf = w_ext / (w_ext + v_sheet * induced_density(w_total))
    eps_formula = 1 - v_sheet * chi0_sheet / (1 - kernel * chi0_sheet)
    assert abs(eps_scf / eps_formula - 1) < 1e-5
    sheet_results.append((name, eps_scf, eps_formula))

# ---- Diamond model: rough rounded parameters ----
a_nm = 0.357
form_factors_ev = {3: -11.0, 8: 4.6, 11: 1.8}   # key: |G|^2 in (2 pi/a)^2
alpha = 0.6
a = a_nm / BOHR
b = 2 * np.pi / a
cell_volume = a**3 / 4


def reciprocal_vectors(cutoff):
    """Vectors of the fcc crystal in units 2 pi/a, shortest first."""
    g = [t for t in itertools.product(range(-6, 7), repeat=3)
         if t[0] % 2 == t[1] % 2 == t[2] % 2 and sum(x * x for x in t) <= cutoff]
    return np.array(sorted(g, key=lambda t: sum(x * x for x in t)))


def bands(kpoints, g):
    """Energies and real plane-wave coefficients; origin at the bond centre."""
    diff = g[:, None, :] - g[None, :, :]
    norm2 = np.sum(diff**2, axis=2)
    potential = np.zeros(norm2.shape)
    for shell, value in form_factors_ev.items():
        potential[norm2 == shell] = value / HARTREE
    potential *= np.cos(np.pi / 4 * diff.sum(axis=2))
    h = np.repeat(potential[None], len(kpoints), axis=0)
    i = np.arange(len(g))
    h[:, i, i] += 0.5 * b**2 * np.sum((kpoints[:, None] + g[None])**2, axis=2)
    return np.linalg.eigh(h)


def zone_mesh(n):
    """Cubic mesh inside the first Brillouin zone (n a multiple of 4)."""
    x = (2 * np.arange(n) + 1 - n) / n
    k = np.array(list(itertools.product(x, repeat=3)))
    k = k[np.abs(k).sum(axis=1) < 1.5]
    assert len(k) == n**3 // 2
    return k


def kp_polarizability(n, cutoff, omega=0.0, gap_shift=0.0):
    """P from momentum matrix elements; one octant suffices by symmetry."""
    k = zone_mesh(n)
    k = k[np.all(k > 0, axis=1)]
    g = reciprocal_vectors(cutoff)
    e, c = bands(k, g)
    momentum = np.matmul(c[:, :, 4:].transpose(0, 2, 1),
                         (b * g[:, 0])[None, :, None] * c[:, :, :4])
    de = e[:, 4:, None] - e[:, None, :4]
    shifted = de + gap_shift
    terms = (momentum / de)**2 * shifted / (shifted**2 - omega**2)
    return 4 / (len(k) * cell_volume) * terms.sum()


CUT, MESH = 20, 8
gvec = reciprocal_vectors(CUT)
kfull = zone_mesh(MESH)
e_full, c_full = bands(kfull, gvec)
line = np.zeros((41, 3))
line[:, 0] = np.linspace(0, 1, 41)
e_line, _ = bands(line, gvec)
valence_top = max(e_line[:, 3].max(), e_full[:, 3].max())
conduction_bottom = min(e_line[:, 4].min(), e_full[:, 4].min())
gap = (conduction_bottom - valence_top) * HARTREE
gap_gamma = (e_line[0, 4] - e_line[0, 3]) * HARTREE
assert gap > 1.0      # the example must be an insulator

P = kp_polarizability(MESH, CUT)
eps_rpa = 1 + PI4 * P
eps_long = 1 + PI4 * P / (1 - alpha * P)
assert alpha * P < 1

# ---- Test B: response at finite q from orbital overlaps ----
quadrant = (kfull[:, 1] > 0) & (kfull[:, 2] > 0)
kq, ev, cv = kfull[quadrant], e_full[quadrant, :4], c_full[quadrant, :, :4]


def chi0_head(q):
    e2, c2 = bands(kq + np.array([q / b, 0, 0]), gvec)
    overlap = np.matmul(c2[:, :, 4:].transpose(0, 2, 1), cv)
    de = e2[:, 4:, None] - ev[:, None, :]
    return -4 / (len(kq) * cell_volume) * np.sum(overlap**2 / de)


density = 8 / cell_volume
f_finite = -(3 / np.pi)**(1 / 3) * density**(-2 / 3) / 3   # local exchange
step = 1e-4 * density


def exchange_energy(n):
    return -0.75 * (3 / np.pi)**(1 / 3) * n**(4 / 3)


curvature = (exchange_energy(density + step) - 2 * exchange_energy(density)
             + exchange_energy(density - step)) / step**2
assert abs(curvature / f_finite - 1) < 1e-4

q_nm = np.array([0.25, 0.5, 1.0, 2.0])
qs = q_nm * BOHR
chi_q = np.array([chi0_head(q) for q in qs])
eps_q0 = eps_no_local_fields(chi_q, qs, 0.0)
eps_qf = eps_no_local_fields(chi_q, qs, f_finite)
eps_q1 = eps_no_local_fields(chi_q, qs, -alpha / qs)
eps_q2 = eps_no_local_fields(chi_q, qs, -alpha / qs**2)

deviation = eps_q0 - eps_rpa
assert abs(eps_q0[0] / eps_rpa - 1) < 3e-3
assert abs(deviation[1] / deviation[0] - 4) < 0.3
assert abs(eps_q2[0] / eps_long - 1) < 3e-3
shift_f, shift_1 = eps_qf - eps_q0, eps_q1 - eps_q0
shift_law = -PI4 * P**2 * f_finite * qs[0]**2
assert abs(shift_f[0] / shift_law - 1) < 0.01
assert abs(shift_f[1] / shift_f[0] - 4) < 0.1
assert abs(shift_1[1] / shift_1[0] - 2) < 0.05

# ---- Neglected effect: local fields, from the full response matrix ----
n_local = int(np.sum(np.sum(gvec**2, axis=1) <= 11))
position = {tuple(g): i for i, g in enumerate(gvec.tolist())}
shift_table = [[position.get(tuple(g1), len(gvec)) for g1 in (gvec + g).tolist()]
               for g in gvec[:n_local]]


def local_field_eps(q):
    """Permittivities with local fields: no, finite and 1/q^2 kernel."""
    e2, c2 = bands(kfull + np.array([q / b, 0, 0]), gvec)
    padded = np.concatenate([c2[:, :, 4:], np.zeros((len(kfull), 1, len(gvec) - 4))],
                            axis=1)
    left = c_full[:, :, :4].transpose(0, 2, 1)
    pairs = np.array([np.matmul(left, padded[:, idx, :]).ravel()
                      for idx in shift_table])
    de = (e2[:, None, 4:] - e_full[:, :4, None]).ravel()
    chi0 = -4 / (len(kfull) * cell_volume) * (pairs / de) @ pairs.T
    total_q = b * gvec[:n_local] + np.array([q, 0, 0])
    q2 = np.sum(total_q**2, axis=1)
    result = []
    for kernel in (0 * q2, f_finite + 0 * q2, -alpha / q2):
        matrix = np.eye(n_local) - chi0 * (PI4 / q2 + kernel)[None, :]
        chi = np.linalg.solve(matrix, chi0)
        result.append(1 / (1 + PI4 / q2[0] * chi[0, 0]))
    return np.array(result), chi0[0, 0]


lf_a, head_a = local_field_eps(qs[0])
lf_b, _ = local_field_eps(qs[1])
assert abs(head_a / chi_q[0] - 1) < 1e-6
lf_shift_a, lf_shift_b = lf_a[1] - lf_a[0], lf_b[1] - lf_b[0]
# with local fields the finite kernel acts even in the long-wave limit
assert abs(lf_shift_a) > 10 * abs(shift_f[0])
assert abs(lf_shift_b / lf_shift_a - 1) < 0.05

# ---- Other neglected effects ----
eps_mesh = 1 + PI4 * kp_polarizability(12, CUT)
eps_cut = 1 + PI4 * kp_polarizability(MESH, 27)
narrowing_ev, photon_ev, temperature = 0.4, 2.0, 300.0
P_narrow = kp_polarizability(MESH, CUT, gap_shift=-narrowing_ev / HARTREE)
P_photon = kp_polarizability(MESH, CUT, omega=photon_ev / HARTREE)
carriers_cm3, field_mv_cm, film_nm = 1e15, 10.0, 10.0
debye_nm = 1e9 * np.sqrt(sc.epsilon_0 * eps_long * sc.k * temperature
                         / (sc.e**2 * carriers_cm3 * 1e6))
thermal_exponent = gap * sc.e / (2 * sc.k * temperature)
drop_ev = field_mv_cm * 0.1 * a_nm        # 1 MV/cm = 0.1 V/nm


def capacitance(eps):
    return 100 * sc.epsilon_0 * eps / (film_nm * 1e-9)    # uF/cm2


def with_alpha(p):
    return 1 + PI4 * p / (1 - alpha * p)


print("Sheet crystal: eps self-consistent | formula")
for name, scf, formula in sheet_results:
    print(f"  {name}: {scf:.6f} | {formula:.6f}")
print(f"Diamond lattice constant: {a_nm:.3f} nm")
for shell, value in form_factors_ev.items():
    print(f"Form factor, |G|^2 = {shell} (2pi/a)^2: {value:.1f} eV")
print(f"Plane waves: {len(gvec)}; k points: {len(kfull)}")
print(f"Smallest gap: {gap:.2f} eV; direct gap at Gamma: {gap_gamma:.2f} eV")
print(f"Polarizability P: {P:.5f} (dimensionless, atomic units)")
print(f"eps without kernel, q->0: {eps_rpa:.4f}")
print(f"alpha: {alpha:.2f}; alpha/(4 pi): {alpha / PI4:.5f}")
print(f"alpha*P: {alpha * P:.4f}; limit of stability alpha: {1 / P:.3f}")
print(f"eps with 1/q^2 kernel, q->0: {eps_long:.4f}")
print(f"Relative change of eps: {100 * (eps_long / eps_rpa - 1):.2f} %")
print(f"Mean valence density: {density / BOHR**3:.1f} nm^-3")
print(f"Finite kernel: {f_finite * HARTREE * BOHR**3:.6f} eV nm^3")
print("q (nm^-1) | eps: no kernel, finite, 1/q^2 | finite shift")
for i in range(len(qs)):
    print(f"  {q_nm[i]:.2f} | {eps_q0[i]:.5f}, {eps_qf[i]:.5f}, "
          f"{eps_q2[i]:.5f} | {shift_f[i]:.6f}")
print(f"Finite shift by q^2 law at {q_nm[0]:.2f} nm^-1: {shift_law:.6f}")
print(f"Finite shift ratio on doubling q: {shift_f[1] / shift_f[0]:.3f}")
print(f"1/q kernel shift ratio on doubling q: {shift_1[1] / shift_1[0]:.3f}")
print(f"Film thickness: {film_nm:.0f} nm")
print(f"Capacitance, no or finite kernel: {capacitance(eps_rpa):.4f} uF/cm2")
print(f"Capacitance, 1/q^2 kernel: {capacitance(eps_long):.4f} uF/cm2")
print(f"With local fields ({n_local} G vectors, q = {q_nm[0]:.2f} nm^-1):")
print(f"  eps no kernel: {lf_a[0]:.4f}")
print(f"  eps finite kernel: {lf_a[1]:.4f}")
print(f"  eps 1/q^2 kernel: {lf_a[2]:.4f}")
print(f"  finite shift at {q_nm[0]:.2f}, {q_nm[1]:.2f} nm^-1: "
      f"{lf_shift_a:.5f}, {lf_shift_b:.5f}")
print(f"eps no kernel, denser k mesh: {eps_mesh:.4f}")
print(f"eps no kernel, more plane waves: {eps_cut:.4f}")
print(f"Gap narrowed by {narrowing_ev:.1f} eV, eps no kernel | 1/q^2: "
      f"{1 + PI4 * P_narrow:.4f} | {with_alpha(P_narrow):.4f}")
print(f"Photon energy {photon_ev:.1f} eV, eps no kernel | 1/q^2: "
      f"{1 + PI4 * P_photon:.4f} | {with_alpha(P_photon):.4f}")
print(f"Gap/(2kT) at {temperature:.0f} K: {thermal_exponent:.1f}")
print(f"Debye length at {carriers_cm3:.0e} cm^-3: {debye_nm:.1f} nm")
print(f"Inverse Debye length: {1 / debye_nm:.5f} nm^-1")
print(f"Energy drop per lattice constant at {field_mv_cm:.0f} MV/cm: "
      f"{drop_ev:.3f} eV")
print(f"Energy drop / gap: {drop_ev / gap:.4f}")
print("all assertions hold")
```

It prints:

```
Sheet crystal: eps self-consistent | formula
  no kernel: 4.356200 | 4.356200
  finite kernel: 4.380956 | 4.380956
  1/q^2 kernel: 6.599423 | 6.599423
Diamond lattice constant: 0.357 nm
Form factor, |G|^2 = 3 (2pi/a)^2: -11.0 eV
Form factor, |G|^2 = 8 (2pi/a)^2: 4.6 eV
Form factor, |G|^2 = 11 (2pi/a)^2: 1.8 eV
Plane waves: 113; k points: 256
Smallest gap: 7.42 eV; direct gap at Gamma: 9.65 eV
Polarizability P: 0.28135 (dimensionless, atomic units)
eps without kernel, q->0: 4.5355
alpha: 0.60; alpha/(4 pi): 0.04775
alpha*P: 0.1688; limit of stability alpha: 3.554
eps with 1/q^2 kernel, q->0: 5.2535
Relative change of eps: 15.83 %
Mean valence density: 703.3 nm^-3
Finite kernel: -0.005977 eV nm^3
q (nm^-1) | eps: no kernel, finite, 1/q^2 | finite shift
  0.25 | 4.53332, 4.53358, 5.25037 | 0.000258
  0.50 | 4.52685, 4.52788, 5.24101 | 0.001027
  1.00 | 4.50171, 4.50577, 5.20472 | 0.004055
  2.00 | 4.41109, 4.42654, 5.07474 | 0.015442
Finite shift by q^2 law at 0.25 nm^-1: 0.000258
Finite shift ratio on doubling q: 3.986
1/q kernel shift ratio on doubling q: 1.997
Film thickness: 10 nm
Capacitance, no or finite kernel: 0.4016 uF/cm2
Capacitance, 1/q^2 kernel: 0.4652 uF/cm2
With local fields (51 G vectors, q = 0.25 nm^-1):
  eps no kernel: 4.1745
  eps finite kernel: 4.3081
  eps 1/q^2 kernel: 4.7579
  finite shift at 0.25, 0.50 nm^-1: 0.13365, 0.13417
eps no kernel, denser k mesh: 4.5087
eps no kernel, more plane waves: 4.5559
Gap narrowed by 0.4 eV, eps no kernel | 1/q^2: 4.6343 | 5.3974
Photon energy 2.0 eV, eps no kernel | 1/q^2: 4.6050 | 5.3546
Gap/(2kT) at 300 K: 143.5
Debye length at 1e+15 cm^-3: 86.6 nm
Inverse Debye length: 0.01154 nm^-1
Energy drop per lattice constant at 10 MV/cm: 0.357 eV
Energy drop / gap: 0.0481
all assertions hold
```
